# Grid-Dependent Thermal Noise for Overdamped Polarization Dynamics

## What dimensions fix

A polarization field is stored on cells of volume \(V\), one number \(P_i\) per cell, and advanced by

\[
P_i \leftarrow P_i - L\,\Delta t\,\mu_i + \sigma\,\xi_i .
\]

Here \(\mu_i\) is the derivative of the free energy with respect to polarization, per unit volume, in V/m. The kinetic coefficient \(L\) is constant, and the \(\xi_i\) are independent normal numbers of zero mean and unit variance, fresh at every step. We want the \(\sigma\) that makes the sequence sample the Boltzmann distribution at temperature \(T\).

The same rule should serve every free energy, so \(\sigma\) may depend on \(L\), \(k_BT\), \(\Delta t\) and the cell, but not on Landau coefficients. Suppose the cell enters through its volume, as the derivation will confirm. In the independent units C, J, m and s,

\[
[\sigma^2]=\frac{\mathrm{C^2}}{\mathrm{m^4}},\quad
[L]=\frac{\mathrm{C^2}}{\mathrm{J\,m\,s}},\quad
[k_BT]=\mathrm J,\quad [\Delta t]=\mathrm s,\quad [V]=\mathrm{m^3}.
\]

Coulombs require one power of \(L\). Joules and seconds then require one power each of \(k_BT\) and \(\Delta t\). What remains is \(\mathrm{m^{-1}}\), which must become \(\mathrm{m^{-4}}\), so we divide by \(V\):

\[
\sigma^2 = c\,\frac{L k_BT\,\Delta t}{V}.
\]

Only the number \(c\) is open. Smaller cells need stronger noise.

## One harmonic cell

Take \(F=\tfrac12V\lambda p^2\), where \(p\) is the deviation from the minimum. Then \(\mu=(1/V)\,dF/dp=\lambda p\), and one step reads

\[
p' = (1-r)p+\sigma\xi,\qquad r=L\lambda\Delta t .
\]

Since \(\xi\) is independent of \(p\), the cross term averages to zero. A stationary variance \(S\) obeys \(S=(1-r)^2S+\sigma^2\), so

\[
S=\frac{\sigma^2}{2r-r^2}=\frac{\sigma^2}{2L\lambda\Delta t\,(1-r/2)} .
\]

The Boltzmann weight \(\exp(-V\lambda p^2/2k_BT)\) has variance \(k_BT/(V\lambda)\). Equality as \(\Delta t\to0\) gives \(c=2\):

\[
\boxed{\sigma^2=\frac{2Lk_BT\,\Delta t}{V}}
\]

With this choice the variance at finite step is

\[
S=\frac{k_BT}{V\lambda}\,\frac{1}{1-L\lambda\Delta t/2}. \tag{1}
\]

It exceeds the Boltzmann value and diverges at \(\Delta t=2/(L\lambda)\), where \(|1-r|\) reaches one. In the opposite limit, \(\lambda\to0\), nothing confines \(p\). Its variance grows by \(\sigma^2\) per step, and there is no equilibrium to sample.

## Many cells and any free energy

Let \(F(P_1,\dots,P_N)\) be the discrete free energy in joules, smooth and growing fast enough for \(e^{-F/k_BT}\) to be normalizable and for boundary terms to vanish. A small change \(\delta P_i\) changes the energy by \(V\mu_i\,\delta P_i\), hence

\[
\mu_i=\frac1V\frac{\partial F}{\partial P_i}.
\]

For a uniaxial ferroelectric on a cubic grid of spacing \(h\), I use

\[
F=V\sum_i\Big(-\frac a2P_i^2+\frac b4P_i^4\Big)+\frac{Vg}{2}\sum_{\langle ij\rangle}\frac{(P_i-P_j)^2}{h^2},
\]

each neighbouring pair being counted once. Differentiation gives

\[
\mu_i=-aP_i+bP_i^3-\frac g{h^2}\sum_{j\,\mathrm{next\,to}\,i}(P_j-P_i),
\]

whose last term is \(-g\) times the discrete Laplacian.

As \(\Delta t\to0\) the update becomes \(dP_i=A_i\,dt+s\,dW_i\), with drift \(A_i=-L\mu_i\), independent Wiener processes \(W_i\) and \(\sigma=s\sqrt{\Delta t}\). For a smooth test function \(\varphi\), expansion to first order in \(dt\), using \(\langle dW_idW_j\rangle=\delta_{ij}dt\), gives

\[
\frac{d}{dt}\langle\varphi\rangle=\Big\langle\sum_i\big(A_i\partial_i\varphi+\tfrac{s^2}{2}\partial_i^2\varphi\big)\Big\rangle .
\]

Write the averages as integrals over the probability density \(p\) and integrate by parts. Because \(\varphi\) is arbitrary,

\[
\partial_tp=-\sum_i\partial_iJ_i,\qquad
J_i=-\frac LV(\partial_iF)\,p-\frac{s^2}{2}\partial_ip .
\]

Insert \(p_0\propto e^{-F/k_BT}\), for which \(\partial_ip_0=-(\partial_iF)p_0/k_BT\):

\[
J_i=-\Big(\frac LV-\frac{s^2}{2k_BT}\Big)(\partial_iF)\,p_0 .
\]

The current vanishes when \(s^2=2Lk_BT/V\), which is the boxed result again. With any other \(s>0\), the same calculation gives zero current for a Boltzmann density at

\[
T_{\rm eff}=\frac{s^2V}{2Lk_B}. \tag{2}
\]

A wrong amplitude therefore simulates a wrong temperature.

The density must also be approached. Set \(D=s^2/2=Lk_BT/V\) and \(p=p_0u\). The drift and diffusion terms combine into \(\partial_tp=D\sum_i\partial_i(p_0\partial_iu)\). The relative entropy \(\int p\ln u\) then changes at the rate

\[
\frac{d}{dt}\int p\ln u=\int(\partial_tp)\ln u=-D\int p_0\sum_i\frac{(\partial_iu)^2}{u}\le0 ,
\]

where \(\int p\,\partial_t\ln u=\int\partial_tp=0\) was used. The decrease stops when \(u\) is constant, that is, at \(p=p_0\). The approach can still be slow if a high barrier separates two wells.

Two conditions deserve attention. The drift must be \(-L/V\) times the gradient of the same \(F\) whose Boltzmann law is wanted; an extra drift \(v_i\) leaves \(p_0\) stationary only if \(\sum_i\partial_i(v_ip_0)=0\). And if \(L\) depends on \(P_i\), the diffusion part of the current is \(-\partial_i(D_ip)\) with \(D_i=L_ik_BT/V\). Zero current then needs the additional drift \(+\partial_iD_i\), besides the local noise amplitude.

In a two-dimensional simulation \(V\) is \(h^2\) times the physical thickness represented. Without a thickness, an energy in joules and hence a temperature cannot be assigned.

## The continuum limit

The cell noise \(\eta_i=s\,dW_i/dt\) has correlation \((2Lk_BT/V)\,\delta_{ij}\,\delta(t-t')\). For a smooth function \(\phi\), \(\sum_jV(\delta_{ij}/V)\phi_j=\phi_i\), so \(\delta_{ij}/V\) plays the part of \(\delta(\mathbf r-\mathbf r')\):

\[
\langle\eta(\mathbf r,t)\eta(\mathbf r',t')\rangle=2Lk_BT\,\delta(\mathbf r-\mathbf r')\,\delta(t-t').
\]

In reverse, averaging this noise over cells \(i\) and \(j\) gives

\[
\frac1{V^2}\int_i\!d^3r\int_j\!d^3r'\,2Lk_BT\,\delta(\mathbf r-\mathbf r')=\frac{2Lk_BT}{V}\delta_{ij}.
\]

The factor \(1/V\) is the variance of a cell average of white noise.

## Coupled harmonic cells: what depends on the grid

Expand about \(P_s=\sqrt{a/b}\). The local curvature is \(-a+3bP_s^2=2a\). A plane wave turns the discrete second difference along one axis into \((2\cos k_jh-2)/h^2=-4\sin^2(k_jh/2)/h^2\), so each mode has stiffness

\[
\lambda_{\mathbf k}=2a+\frac{4g}{h^2}\sum_{j=1}^3\sin^2\frac{k_jh}{2}.
\]

An orthonormal change of coordinates leaves independent equal noises independent and equal. Equation (1) therefore holds mode by mode, and the variance at one site is

\[
w=\frac1N\sum_{\mathbf k}\frac{k_BT}{V\lambda_{\mathbf k}}\,\frac1{1-L\lambda_{\mathbf k}\Delta t/2}. \tag{3}
\]

The stiffest mode sets the stability limit \(\Delta t<2/(L\lambda_{\max})\).

Consider first the average over the whole box, \(\bar P=N^{-1}\sum_iP_i\). Its deviation is the uniform orthonormal coordinate divided by \(\sqrt N\), so for small steps

\[
\mathrm{Var}(\bar P)=\frac{k_BT}{2a\,NV}=\frac{k_BT}{2aV_{\rm box}} .
\]

The grid has disappeared: the \(1/V\) in the noise is what makes this macroscopic fluctuation independent of the cells in the harmonic approximation.

The site variance behaves differently. For \(h\) much smaller than \(\sqrt{g/a}\), the gradient term dominates most modes, and in a large three-dimensional box \(w\) scales as \((k_BT/h^3)(h^2/g)=k_BT/(gh)\). It grows without bound as the grid is refined, because each refinement adds short-wavelength modes that each carry thermal energy.

This affects the mean polarization. Since \(\int\partial_iF\,e^{-F/k_BT}\) is the integral of a total derivative, \(\langle\mu_i\rangle=0\). Within one well, write \(P_i=\bar P+\delta_i\), where \(\bar P\) now denotes the thermal mean. The gradient term averages to zero, leaving

\[
-a\bar P+b\big(\bar P^3+3\bar Pw+\langle\delta_i^3\rangle\big)=0 .
\]

The third moment is of second order in \(k_BT\). To first order, \(\bar P^2=P_s^2-3w\), and

\[
\bar P\simeq P_s\Big(1-\frac{3w}{2P_s^2}\Big). \tag{4}
\]

With fixed \(a,b,g\), a finer grid thus gives a smaller mean polarization although the sampling is right. If \(\bar P\) is to match a given value at each \(h\), the coefficients must be adjusted with \(h\); the noise law must not.

## A finite step with a nonlinear force

How does the sampled density differ from \(p_0\) when \(\Delta t\) is finite? Let \(\varphi_i=\partial_i\varphi\), and so on, with repeated indices summed. Averaging \(\varphi\) over one step gives \(\varphi+\Delta t\,\mathcal L\varphi+\Delta t^2\mathcal M\varphi+\dots\), where

\[
\mathcal L\varphi=A_i\varphi_i+D\varphi_{ii},\qquad
\mathcal M\varphi=\tfrac12A_iA_j\varphi_{ij}+DA_i\varphi_{ijj}+\tfrac12D^2\varphi_{iijj}.
\]

The three parts of \(\mathcal M\) come from the second, third and fourth Taylor terms. Put \(p=p_0(1+\Delta t\,q)\). Stationarity at second order in \(\Delta t\) demands \(\int p_0q\,\mathcal L\varphi=-\int p_0\mathcal M\varphi\).

Now use \(\partial_ip_0=p_0A_i/D\). The left side becomes \(-D\int p_0q_i\varphi_i\). On the right, one integration by parts turns the fourth-derivative term into \(-\tfrac D2\int p_0A_i\varphi_{ijj}\), which halves the third-derivative term. Integrating that remainder by parts gives

\[
\tfrac D2\!\int\! p_0A_i\varphi_{ijj}=-\tfrac12\!\int\! p_0\big(D\,\partial_jA_i+A_iA_j\big)\varphi_{ij}.
\]

The \(A_iA_j\) terms cancel. A last integration by parts, with \(\partial_jA_i=\partial_iA_j\) because the drift is a gradient, yields

\[
\int p_0\mathcal M\varphi=\tfrac D2\int p_0\,\partial_j\Big(\partial_iA_i+\frac{A_iA_i}{2D}\Big)\varphi_j .
\]

Comparing the two sides, and subtracting a constant to keep \(p\) normalized,

\[
p=p_0\big[1+\Delta t(q-\langle q\rangle)\big],\qquad
q=\frac12\sum_i\partial_iA_i+\frac{V}{4Lk_BT}\sum_iA_i^2 . \tag{5}
\]

For the harmonic cell \(A=-L\lambda p\), where \(p\) is again the deviation. The exponent \(-V\lambda p^2/2k_BT\) is then multiplied by \(1-L\lambda\Delta t/2\), in agreement with (1).

This expansion describes the region around the wells. With a quartic energy the explicit step is not stable everywhere: for one cell, \(|P|\) grows when \(L\Delta t(bP^2-a)>2\). In the example below \(La\Delta t=0.01\), so this happens beyond about \(14P_s\), where the Boltzmann weight is negligible. Strictly, the sampled state is then very long-lived rather than stationary.

## Numbers for a uniaxial ferroelectric

I take rough typical values in the regime of lithium tantalate: \(T=300\) K, \(P_s=55\) µC/cm² and susceptibility \(\chi=40\) along the polar axis. The wall profile is \(P_s\tanh(x/\ell)\) with \(\ell=0.5\) nm, and the nominal relaxation time is \(\tau=1\) ps. The curvature \(2a=1/(\varepsilon_0\chi)\) gives \(a=1.41\times10^9\) J m/C². Then \(b=a/P_s^2=4.67\times10^9\) J m⁵/C⁴. The tanh profile solves \(gP''=-aP+bP^3\) if \(g=a\ell^2/2=1.76\times10^{-10}\) J m³/C². Finally \(L=1/(2a\tau)=354\) S/m.

For \(h=0.5\) nm, \(V=1.25\times10^{-28}\) m³, and with \(\Delta t=0.02\) ps,

\[
\sigma=\sqrt{\frac{2(354)(4.14\times10^{-21})(2\times10^{-14})}{1.25\times10^{-28}}}
=0.0217\ \mathrm{C/m^2}=2.17\ \mathrm{\mu C/cm^2}.
\]

At the same step, \(h=1\) nm needs 0.77 µC/cm² and \(h=0.4\) nm needs 3.03 µC/cm², following \(h^{-3/2}\).

Expressed as a random field, the noise is \(\sigma/(L\Delta t)=31\) MV/cm. The intrinsic coercive field of the model, the extremum of \(-aP+bP^3\) at \(P_s/\sqrt3\), is \(2aP_s/(3\sqrt3)=3.0\) MV/cm. The larger number is no sign of impending switching: it acts for one step, moves \(P\) by about 2 µC/cm², and scales as \(\Delta t^{-1/2}\). It is not a field to compare with breakdown.

**Nonlinear sampling.** For a periodic ring of four cells the Boltzmann averages can be computed by quadrature as products of a transfer matrix. I compared them with 2000 Langevin rings run for 12,000 steps, the first quarter discarded. In units of \(P_s^2\):

| \(h\) (nm), \(V\) (nm³) | \(\langle P_i^2\rangle\) Boltzmann / Langevin | \(\langle P_iP_{i+1}\rangle\) Boltzmann / Langevin |
|---|---|---|
| 0.5, 0.125 | 0.938 / 0.936 | 0.912 / 0.910 |
| 0.3, 0.027 | 0.763 / 0.759 | 0.686 / 0.680 |
| 0.5, 0.050 | 0.795 / 0.793 | 0.703 / 0.700 |

The third row is a slab cell 0.2 nm thick. The differences are below 1% of the Boltzmann values; I have not separated step bias from sampling error in them.

If the noise of the 0.5 nm cell is kept on the 0.3 nm grid, equation (2) predicts \(T_{\rm eff}=300\times0.027/0.125=65\) K. The Langevin value of \(\langle P_i^2\rangle\) is then 0.955, against 0.956 from quadrature at 65 K and 0.763 at 300 K.

**Step size.** At \(h=\ell\), \(\lambda_{\max}=2a+12g/h^2=8a\), so the linear stability limit is \(\tau/2=0.5\) ps. Expanding (1), each mode gains the same excess variance \(Lk_BT\Delta t/(2V)=\sigma^2/4\), here 1.2 (µC/cm²)². Equation (3) on a \(12^3\) grid gives a site variance 2.4% above its zero-step value.

For a single nonlinear 0.5 nm cell, I found the stationary density of the one-step transition matrix on 801 points between \(\pm2P_s\). Its total-variation distance from Boltzmann is \(2.9\times10^{-3}\) at 0.02 ps and half that at 0.01 ps. Including (5) leaves \(2.3\times10^{-5}\) and \(5.7\times10^{-6}\), a fourfold drop, as expected of a second-order remainder.

**Three dimensions.** Runs on \(12^3\) cells started at \(P_s\) and lasted 8000 steps, the first 1500 discarded. Coefficients, step and cell number were held fixed, so the box shrank with \(h\). At 0.5 nm the mean polarization is 53.6 µC/cm², as (4) gives, and the site spread is 7.3 against 7.2 from (3). At 0.4 nm the mean is 52.8, against 52.9 from (4), and the spread 9.0 against 8.8. The finer grid lowers the mean, as derived. By contrast, the average over a 2 nm cube forming the whole periodic box has a linear-theory spread of 1.35 µC/cm² on any grid. In the full nonlinear model the spread is somewhat larger and depends on \(h\), because the quartic term couples the average to the short-wavelength modes. The dependence is weak for \(h\) between 1 and 0.4 nm, but it cannot stay weak under further refinement at fixed coefficients, since \(w\) keeps growing.

## Beside the real crystal

Of the corrections to the site variance estimated here, the largest is electrostatic. For a wave of polarization along \(z\), Gauss's law with background permittivity \(\varepsilon_b\) gives \(E_z=-(k_z^2/k^2)P/(\varepsilon_0\varepsilon_b)\), which adds \(k_z^2/(k^2\varepsilon_0\varepsilon_b)\) to the stiffness. With a rough \(\varepsilon_b=7\) this reaches 5.7 times \(2a\). Included in (3), with short-circuited electrodes, it lowers the site spread at 0.5 nm from 7.2 to 5.7 µC/cm². The noise amplitude is unchanged, since only \(F\) has changed.

For the site variance the quantum and elastic corrections are smaller. For the uniform mode between short-circuited electrodes the electrostatic term vanishes, and they are the corrections that remain. For an undamped quantum oscillator of frequency \(f\), the ratio of quantum to classical variance is \(x\coth x\), with \(x=2\pi\hbar f/(2k_BT)\). A rough soft-mode frequency of 6 THz gives 1.08 for the uniform mode, and 1.29 for the stiffest mode without the electrostatic term, if frequency scales as \(\sqrt\lambda\). With that term the stiffest mode is stiffer still, and the same scaling gives about 1.5. A rough piezoelectric coefficient of 8 pm/V and stiffness of 230 GPa give a coupling factor \(d^2c/\varepsilon\) of 0.035, so clamping the strain changes the curvature by a few percent.

Inertia does not alter the classical static distribution of \(P\), because the momenta integrate out as a separate Gaussian factor. It does alter the motion. The chosen \(\tau\) implies a damping rate \(2\pi f\tau=38\) times the angular frequency, whereas a mode seen as a distinct spectral line has damping below its frequency. The picosecond clock is therefore nominal. Real crystals also switch through domain nucleation and wall motion, at fields roughly ten times or more below the model's 3 MV/cm.

Refinement has a physical end as well. With about 0.053 nm³ per formula unit, a 0.5 nm cell holds 2.4 units and a 0.4 nm cell 1.2. The 0.3 nm cells above hold about half a unit: they exercise the sampling rule but do not describe the crystal more finely.
